\section*{Correcting Kelvin contact resistivity for current flow around an undersized contact}

\section{A contact that reads correctly}

Take a square semiconductor sheet of side $L$ and sheet resistance $R_s$, covered completely by a metal held at zero potential. A current $I$ enters uniformly through the left side $x=0$ and leaves through the metal. The other sides are insulated, and a voltmeter reads the mean sheet potential along the top side. The contact is linear: where the sheet potential is $V$, the current density into the metal is $J=V/\rho_c$, with $\rho_c$ the specific contact resistivity.

The current per unit width in the sheet is $-\nabla V/R_s$. Its divergence equals minus the loss $V/\rho_c$, so
\begin{equation}
\nabla^2V=\frac{V}{L_t^2},\qquad L_t^2=\frac{\rho_c}{R_s}.
\label{helm}
\end{equation}
Nothing depends on $y$. With $-V'(0)=R_sI/L$ and $V'(L)=0$,
\begin{equation}
V(x)=R_sI\,\frac{L_t}{L}\,\frac{\cosh[(L-x)/L_t]}{\sinh(L/L_t)} .
\end{equation}
The mean over the top side is
\begin{equation}
\frac1L\int_0^LV\,dx=R_sI\frac{L_t^2}{L^2}=\frac{\rho_cI}{L^2}.
\end{equation}
The Kelvin resistance $R=V_{\rm tap}/I$ times the area $A=L^2$ is therefore $\rho_c$, however strongly the current crowds towards the front. Crowding by itself does no harm. What matters is that the tap samples the same mean potential as the contact.

\section{What the naive extraction measures}

A cross-bridge Kelvin resistor has two long arms of width $W$ meeting in a corner square. The current enters by the left arm, and the upper arm is the currentless tap. To tolerate misalignment the contact is made smaller than the arms, which leaves a flange $\delta=(W-L)/2$ on each side of a centred contact. I take the sheet to be thin and uniform, the metal to be an equipotential and the outer walls to be insulating. Equation \eqref{helm} then holds under the contact, and $\nabla^2V=0$ elsewhere.

All the current leaves through the contact, so
\begin{equation}
I=\int_A\frac{V}{\rho_c}\,dA=\frac{A\bar V}{\rho_c},
\end{equation}
where $\bar V$ is the mean sheet potential under the contact. Adding and subtracting $\bar V$ in the naive extraction gives
\begin{equation}
\rho_{\rm app}=\frac{AV_{\rm tap}}{I}
=\rho_c+A\,\frac{V_{\rm tap}-\bar V}{I}.
\label{split}
\end{equation}
The second term is the whole error within this model. Call $E=(V_{\rm tap}-\bar V)/I$ the excess resistance.

\section{The excess in a solvable limit}

The sign and size of $E$ can be found when $L_t\gg W$. The mean contact potential is then $R_sIL_t^2/L^2$, while its variations are of order $R_sI$, so to leading order the contact draws the uniform density $I/A$. Close the tap mouth for the moment and let the current enter the corner square uniformly at $x=0$. With $u=V/(R_sI)$ and $\chi=1$ on the interval $(\delta,\delta+L)$, zero outside it,
\begin{equation}
\nabla^2u=\frac{\chi(x)\chi(y)}{L^2},\qquad
-\partial_xu\big|_{x=0}=\frac1W ,
\end{equation}
and the other normal derivatives vanish. Write $u=u_0+a(x)+b(y)+r(x,y)$, where $u_0$ is the mean over the square, $a$ and $b$ have zero mean, and $r$ has zero mean along each direction. Averaging over $y$, and then over $x$, gives
\begin{equation}
a''=\frac{\chi(x)}{LW},\qquad b''=\frac{\chi(y)}{LW}-\frac1{W^2}.
\end{equation}
The last term is the current entering at the left, spread over the width. The tap reads $u_0+b(W)$. Hence, with $\langle\cdot\rangle$ the contact mean,
\begin{equation}
\frac{E}{R_s}=\big[b(W)-\langle b\rangle\big]-\langle a\rangle-\langle r\rangle .
\end{equation}

For the first bracket, start at the insulated top, where $b'=0$. In the upper flange $b'=(W-y)/W^2$, so $b$ falls by $\delta^2/2W^2$ down to the contact edge. At depth $t$ below that edge, $b''=2\delta/(LW^2)$ gives $b'=(\delta/W^2)(1-2t/L)$, and the further fall is $(\delta/W^2)(t-t^2/L)$. Its mean over $0<t<L$ is $\delta L/6W^2$. Together,
\begin{equation}
b(W)-\langle b\rangle=\frac{\delta(L+3\delta)}{6W^2}.
\end{equation}

For $\langle a\rangle$, measure $a$ from its constant value in the far flange. At distance $t$ from the front contact edge, $a'=-(L-t)/(LW)$, so $a=(L-t)^2/(2LW)$, with contact mean $L/6W$. In the front flange the slope is $-1/W$ and the mean is $(L+\delta)/2W$. The mean over the full width is therefore $[3\delta(L+\delta)+L^2]/6W^2$. Since $a$ was defined with zero mean,
\begin{equation}
-\langle a\rangle=\frac{3\delta(L+\delta)+L^2-L(L+2\delta)}{6W^2}
=\frac{\delta(L+3\delta)}{6W^2}.
\end{equation}

The remainder follows from $\chi(x)/L=1/W+(2/W)\sum_m s_m\cos(m\pi x/W)$, where $s_m$ is the contact mean of the cosine. The source of $r$ is the product of the two cosine sums. Dividing each term by $-(m^2+n^2)\pi^2/W^2$ and averaging over the contact gives
\begin{equation}
\frac{E}{R_s}=\frac{\delta(L+3\delta)}{3W^2}
+\frac4{\pi^2}\sum_{m,n\ge1}\frac{s_m^2s_n^2}{m^2+n^2}.
\label{series}
\end{equation}
No term is negative. The flange holds the tap potential above the contact mean.

For $W=10\,\mu$m and $L=6\,\mu$m the first term is $2\times12/300=0.080$ and the full series gives $0.08368$. Attaching both arms raises the value to $0.0933$ in the numerical solution described below, where the last digit is uncertain by about one unit of mesh error. The inflow at $x=0$ is then no longer uniform, and current can enter and leave the tap arm locally, although its net current is zero. The rise is a joint effect of the two open mouths: either arm attached alone would lower the value slightly.

\section{Why subtracting a constant fails}

Equation \eqref{split} invites a cheap repair: compute $E$ once and subtract it. Take $R_s=200\,\Omega$ per square and $\rho_c=10^{-6}\,\Omega\,$cm$^2$, with the same geometry. Then $L_t=0.707\,\mu$m and $A=3.6\times10^{-7}\,$cm$^2$. The full model gives $R=16.75\,\Omega$ instead of $\rho_c/A=2.78\,\Omega$, so
\begin{equation}
\rho_{\rm app}=16.75\times3.6\times10^{-7}
=6.03\times10^{-6}\,\Omega\,{\rm cm}^2,
\end{equation}
six times the true value. Subtracting the large-$L_t$ constant, $0.0933R_sA=6.72\times10^{-6}\,\Omega\,$cm$^2$, would leave a negative resistivity. Subtracting the opposite limit, $\rho_c\to0$, which amounts to $3.3\times10^{-6}\,\Omega\,$cm$^2$, would leave $2.7\times10^{-6}$, nearly three times the true value. The excess depends on the unknown itself, so the two must be found together. One can solve the field equation inside the extraction, as below, or read $\rho_c/R_s$ from a curve of $R/R_s$ computed once for the given geometry.

\section{A discretization that keeps the current}

The split \eqref{split} rests on current conservation, and the scheme should share it. Divide the sheet into square cells of side $h=W/n$, with cell faces on the contact edges and on the walls, so that no cell is partly contact. Two neighbouring centres are joined by a strip of length $h$ and width $h$, whose resistance is $R_s$. With $v=V/(R_sI)$, the balance of cell $i$ is
\begin{equation}
\sum_{j}(v_i-v_j)+\frac{h^2}{L_t^2}\,p_i\,v_i=q_i,
\label{fv}
\end{equation}
where $j$ runs over the neighbours, $p_i$ is 1 under the contact and 0 elsewhere, and $q_i=1/n$ in the $n$ cells at the end of the current arm. Summing over all cells cancels the face currents in pairs and returns the total current, so \eqref{split} holds on the grid too.

A point reading in the tap would depend on where the point lies. The mean $P(y)$ across the tap arm does not. Integrating $\nabla^2V=0$ between insulating walls gives $P''=0$, and zero net current gives $P'=0$. The mean at the arm's end thus equals the mean at its mouth.

The arms must be cut somewhere. Non-uniform parts of the potential decay as $e^{-k_ns}$ with $k_n=n\pi/W$ and $s$ the distance from the mouth. An end at $s=1.2W$ replaces the factor $k_n$ that relates slope to amplitude at the mouth by $k_n\tanh(1.2\,n\pi)$, a relative change of $0.1\%$ for $n=1$.

With the mouth closed and $L_t=30W$, the grid gives $E/R_s=0.08371$ against $0.08368$ from \eqref{series}. That tests the contact and flange, but neither the re-entrant corner nor the crowding at small $L_t$. For these a second discretization is useful. Multiply the field equation by a trial function $w$ and integrate over the corner square. In the left arm
\begin{equation}
v=c_0-\frac xW+\sum_{n\ge1}c_ne^{k_nx}\cos k_ny ,\qquad x<0,
\end{equation}
so the outward slope at $x=0$ is $-\partial_xv=1/W-\sum k_nc_n\cos k_ny$. The tap mouth is the same without the $1/W$. Integration by parts yields
\begin{equation}
\int\!\nabla v\cdot\nabla w+\frac1{L_t^2}\int_A\!vw
+\sum_{\rm mouths}\sum_nk_nc_n\!\int\! w\cos k_ns\,ds
=\frac1W\int_{x=0}\!w\,dy ,
\end{equation}
with $c_n=(2/W)\int v\cos k_ns\,ds$ and $s$ now running along the mouth. The infinite arms have become edge terms. Expanding $v$ in products of Legendre polynomials up to degree 36, with 250 arm modes, gives $R=16.755\,\Omega$; degree 28 gives $16.752\,\Omega$. The grid deviates from the degree-36 value by $+0.63\%$, $+0.03\%$ and $-0.04\%$ for $n=25$, $50$ and $100$. The change of sign forbids reading a convergence order from these three numbers, but $R$ is secure to about $0.1\%$. The grid results below use $n=100$ unless stated otherwise.

\section{Where the error comes from}

Of the current entering the contact, $66\%$ crosses the front edge, $18\%$ the edge facing the tap, $14\%$ the opposite edge and $2\%$ the far edge. A third of the current thus flows round the contact and enters by the other three edges. The tap borders the flange and not the contact, so it reads the higher potential that drives current in through the edge facing it.

A control isolates the cause. Keep $L$, $R_s$ and $\rho_c$, but narrow both arms to $W=L$ so that the flange vanishes. The excess falls from $14.0\,\Omega$ to about $0.17\,\Omega$ ($0.161$ on the grid, $0.173$ from the Legendre solution). The flange is responsible for about $99\%$ of the error here. The small remainder is a joint effect of the two open mouths. With the tap mouth closed the problem is the one-dimensional opening example, which has no excess, and by reciprocity the same holds for an open tap arm with uniform inflow at $x=0$.

At fixed $W=10\,\mu$m, $R_s$ and $\rho_c$, the contact size acts as follows:
\begin{center}
\begin{tabular}{ccc}
$L$ ($\mu$m) & $E$ ($\Omega$) & $\rho_{\rm app}/\rho_c$\\
8 & 4.7 & 4.0\\
6 & 14.0 & 6.0\\
4 & 28.6 & 5.6\\
2 & 52.8 & 3.1
\end{tabular}
\end{center}
The excess resistance grows as the contact shrinks, but the inflation passes through a maximum, because the error in resistivity is $AE$ and $A$ falls. The series \eqref{series} shows the same competition in its own limit. For a small centred contact the odd $s_m$ vanish and the even ones have magnitude of order one up to $m\sim W/L$. The double sum then grows only logarithmically in $W/L$, while $A$ falls as $L^2$.

\section{The inversion and its slope}

To recover $\rho_c$ from a reading one must know that the answer is unique, and a fast method needs the slope $S=d\rho_{\rm app}/d\rho_c$. Both come from one extra right-hand side. Write \eqref{fv} as $Kv_1=q_1$, and let $Kv_2=q_2$ describe the same current fed in through the tap arm. Since $q_2$ is $1/n$ at the tap end, $R/R_s=q_2^Tv_1$. The matrix $K$ is symmetric, and $L_t$ enters only through its contact diagonal. Thus
\begin{equation}
\frac{d(R/R_s)}{d(L_t^2)}=-v_2^T\frac{dK}{d(L_t^2)}v_1
=\frac{h^2}{L_t^4}\sum_{\rm contact}v_1v_2 .
\end{equation}
At fixed $R_s$, $d\rho_c=R_s\,d(L_t^2)$, and the contact current densities are $J_{1,2}=Iv_{1,2}/L_t^2$. Hence
\begin{equation}
S=\frac{A}{I^2}\sum_{\rm contact}J_1J_2\,h^2 .
\label{S}
\end{equation}

Both solutions are positive. Suppose the smallest $v_i$ were zero or negative. Every term on the left of \eqref{fv} would then be non-positive while $q_i\ge0$, so all neighbours would share that value. Repeating the argument cell by cell makes $v$ constant and non-positive everywhere, and such a contact cannot remove a positive current. Therefore $S>0$: the reading rises steadily with $\rho_c$, and at most one $\rho_c$ fits it.

In the example $S=1.60$ from \eqref{S}, and a direct difference over $\pm1\%$ in $\rho_c$ gives the same. If either density were uniform, $S$ would be 1. The surplus $0.60$ is the covariance of the two densities, each scaled to unit mean. Since $\rho_{\rm app}=\rho_c+AE$, it also equals $A\,dE/d\rho_c$, which is why no constant correction works. Over the sweep with $W$, $L$ and $R_s$ fixed, $E$ rises from $12.2\,\Omega$ at $\rho_c=3\times10^{-7}\,\Omega\,$cm$^2$ to $18.5\,\Omega$ at $10^{-4}$. The inflation factor meanwhile falls from $15.6$ to $1.07$.

Monotonicity also gives a floor. For $\rho_c\to0$ the contact becomes an equipotential, and the reading tends to about $3.3\times10^{-6}\,\Omega\,$cm$^2$. Here the grid pins cell centres, which lie half a cell inside the contact edge, so the error is taken as first order in $h$. The value combines $n=50$ and $n=100$ on that assumption; $n=100$ alone gives $3.4\times10^{-6}$. A lower reading on this structure would contradict the model or its inputs.

The algorithm is Newton's iteration,
\begin{equation}
\rho_c\leftarrow\rho_c-\frac{\rho_{\rm app}(\rho_c)-\rho_{\rm meas}}{S(\rho_c)},
\end{equation}
started from the reading itself. If a step turns negative, the current value is divided by three instead. One factorization of $K$ per step supplies both $\rho_{\rm app}$ and $S$. As a trial, the Legendre solution for $\rho_c=10^{-6}$ supplies the reading $6.032\times10^{-6}\,\Omega\,$cm$^2$, and the grid inverts it to $1.001\times10^{-6}$ in five steps. The offset is understood: the grid reading at the true value is lower by $0.002\times10^{-6}$, and division by $S$ turns this into $0.001\times10^{-6}$.

\section{How well the inputs must be known}

In this example the correction exceeds the quantity sought, and errors in the inputs are amplified. At fixed $R_s$, $d\rho_{\rm app}=S\,d\rho_c$ gives
\begin{equation}
\frac{d\ln\rho_c}{d\ln R}=\frac{\rho_{\rm app}}{S\rho_c}
=\frac{6.03}{1.60}=3.77 .
\end{equation}
For the sheet resistance, note that $R=R_s\,g(\rho_c/R_s)$ at fixed geometry, with $g$ the solution of the scaled problem. Differentiation gives $R_s\,\partial R/\partial R_s=R-\rho_c\,\partial R/\partial\rho_c$. Holding $R$ fixed,
\begin{equation}
\frac{d\ln\rho_c}{d\ln R_s}=-\frac{\rho_{\rm app}-S\rho_c}{S\rho_c}
=-\frac{6.03-1.60}{1.60}=-2.77 .
\end{equation}
Repeating the whole inversion with $R$ or $R_s$ shifted by $\pm0.5\%$ reproduces both factors. If the two inputs share a common scale error, the factors add to one, as they must.

\section{Beside a real contact}

The parameters are rough typical values for a heavily implanted n-type 4H-SiC layer, here $0.3\,\mu$m thick. Of the assumptions sized here, the most damaging is that the sheet under the metal equals the sheet outside, since annealing a contact can alter it. Halving or doubling the sheet resistance there moves the reading to about $5.4$ or $6.9\times10^{-6}\,\Omega\,$cm$^2$. An inversion that ignored the change would give a $\rho_c$ roughly $35\%$ too low or $55\%$ too high. The finite thickness $t$ matters less. If current is drawn evenly from the depth of the layer, the vertical density at depth $z$ is $J(1-z/t)$. With bulk resistivity $R_st$, the potential above the interface value is $R_stJ(z-z^2/2t)$, whose mean is $R_st^2J/3$. This adds about $6\times10^{-8}\,\Omega\,$cm$^2$, or $6\%$ of $\rho_c$; it is an estimate, because $t/L_t=0.42$ is not very small. A metal of $0.05\,\Omega$ per square contributes at most on the scale of $2\times10^{-8}$. At $0.1\,$mA the largest contact voltage, at a front corner of the contact, is about $2.3\,$mV, well below $kT/q=26\,$mV, which supports the linear contact law. For a mobility of $30\,$cm$^2$/Vs the layer is mildly degenerate at $300\,$K, and at the same electron density only borderline at $573\,$K. This enters through $R_s$ and $\rho_c$ and needs no separate correction. The tunnelling energy $E_{00}=(q\hbar/2)\sqrt{N/(m\varepsilon)}$, with $N$ the donor density (taken equal to the electron density), $m$ the tunnel mass and $\varepsilon$ the permittivity, sets the scale on which the barrier's transparency grows with carrier energy. Only where it is far above $kT$ does $\rho_c$ hardly depend on temperature. Here it is about $61\,$meV, against a $kT$ of $26\,$meV at $300\,$K and $49\,$meV at $573\,$K, so an ideal Schottky barrier would make $\rho_c$ fall markedly on heating, the more so the higher the barrier (by a factor of about five between the two temperatures for the barrier near $0.5\,$eV that this $\rho_c$ implies). A real annealed contact need not follow the ideal barrier, and $R_s$ and the Kelvin reading should both be taken at the temperature of use. The rough material inputs behind these estimates are set in the program.

\section*{Computed values}
\begin{verbatim}
Rs = 200 ohm/sq; true rho_c = 1.00e-06 ohm cm2
W = 10.0 um; L = 6.0 um; flange = 2.0 um
transfer length Lt = 0.7071 um; contact area = 3.60e-07 cm2
closed mouth, large Lt: excess/Rs = 0.08371 (grid), 0.08368 (series)
open mouth, large Lt: excess/Rs = 0.09329
Legendre R: degree 28 16.7524 ohm, degree 36 16.7552 ohm
grid n = 25: R = 16.8609 ohm; deviation from Legendre +0.63 %
grid n = 50: R = 16.7598 ohm; deviation from Legendre +0.03 %
grid n = 100: R = 16.7489 ohm; deviation from Legendre -0.04 %
ideal R = rho_c/A = 2.7778 ohm; excess R = 13.9712 ohm
apparent rho = 6.030e-06 ohm cm2; inflation factor = 6.030
current share by edge: front 0.657, tap side 0.177, opposite side 0.144, far 0.022
no flange (W = L = 6 um): excess R = 0.1611 ohm (grid), 0.1731 ohm (Legendre)
slope S = 1.6006 (overlap), 1.6006 (difference)
true 1.0e-04 -> apparent 1.067e-04 ohm cm2; factor 1.067; excess R 18.494 ohm
true 1.0e-05 -> apparent 1.626e-05 ohm cm2; factor 1.626; excess R 17.382 ohm
true 1.0e-06 -> apparent 6.030e-06 ohm cm2; factor 6.030; excess R 13.971 ohm
true 3.0e-07 -> apparent 4.685e-06 ohm cm2; factor 15.615; excess R 12.179 ohm
floor for rho_c -> 0: 3.292e-06 ohm cm2 (extrapolated grid), 3.439e-06 (n = 100)
L = 8 um: excess R = 4.705 ohm; apparent = 4.011e-06 ohm cm2; factor 4.011
L = 6 um: excess R = 13.971 ohm; apparent = 6.030e-06 ohm cm2; factor 6.030
L = 4 um: excess R = 28.640 ohm; apparent = 5.582e-06 ohm cm2; factor 5.582
L = 2 um: excess R = 52.820 ohm; apparent = 3.113e-06 ohm cm2; factor 3.113
synthetic reading 6.032e-06 -> inferred rho_c = 1.001e-06 ohm cm2 in 5 Newton steps
change of inferred rho_c per +1 % in R: +3.77 % (direct +3.77 %)
change of inferred rho_c per +1 % in Rs: -2.77 % (direct -2.77 %)
vertical spreading term = 6.00e-08 ohm cm2; with c-axis resistivity ratio 0.8: 4.80e-08
metal sheet 0.05 ohm/sq: error scale 1.80e-08 ohm cm2
sheet resistance under contact x 0.5: apparent = 5.430e-06 ohm cm2
sheet resistance under contact x 2.0: apparent = 6.876e-06 ohm cm2
rough inputs: mobility 30 cm2/Vs, tunnel mass 0.33, eps_r 9.7, barrier 1.0 eV
electron density = 3.47e+19 cm-3; Nc(300 K) = 1.69e+19 cm-3; ratio 2.05
E00 = 61.1 meV; kT = 25.9 meV at 300 K, 49.4 meV at 573 K
depletion width = 5.56 nm of 300 nm layer
at I = 0.1 mA: peak contact voltage = 2.154 mV; arm field = 20.0 V/cm
\end{verbatim}
